# Does post-development smoothing reduce all line-edge roughness equally?: a program that tests the result

```python
# Result under test: local, mean-preserving smoothing of a resist edge removes
# short-wavelength roughness but hardly changes the mean width of long segments.
# Symbols: sigma = rms edge displacement, xi = correlation length,
#   a = standard deviation of the Gaussian smoothing kernel, L = segment length,
#   q = 2 pi / wavelength, V = variance of the edge position averaged over L.
# Edge autocorrelation before smoothing: sigma^2 exp(-|u|/xi).
# All lengths are in nm. The two edges of a line are independent.
import numpy as np
from scipy.integrate import quad
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.special import erfc, erfcx

sigma, xi, a, L_main = 1.5, 10.0, 8.0, 100.0
wavelengths = [20.0, 40.0, 100.0, 200.0, 400.0]
lengths = [20.0, 50.0, 100.0, 200.0, 400.0]


def spectrum(q):
    return 2 * sigma**2 * xi / (1 + (q * xi)**2)


def amplitude_factor(wavelength):
    return np.exp(-2 * np.pi**2 * a**2 / wavelength**2)


def V_before(L):
    return 2 * sigma**2 * xi / L * (1 - xi / L * (1 - np.exp(-L / xi)))


def R_smoothed(u):
    left = np.exp(-u / xi) * erfc(a / xi - u / (2 * a))
    right = np.exp(u / xi) * erfc(a / xi + u / (2 * a))
    return 0.5 * sigma**2 * np.exp(a**2 / xi**2) * (left + right)


def V_after(L):
    integral = quad(lambda u: (L - u) * R_smoothed(u), 0, L, limit=300)[0]
    return 2 * integral / L**2


def V_fourier(L, smoothing):
    def integrand(q):
        window = np.sinc(q * L / (2 * np.pi))**2
        return spectrum(q) * np.exp(-(q * smoothing)**2) * window / np.pi
    return quad(integrand, 0, 8 / smoothing, limit=1000)[0]


g = erfcx(a / xi)
sigma_after = sigma * np.sqrt(g)
sigma_ratio = sigma_after / sigma


def long_segment_loss(L):
    bracket = a / np.sqrt(np.pi) - xi / 2 * (1 - g)
    return 4 * sigma**2 * xi / L**2 * bracket


# Curvature flow of small sinusoids, solved by finite differences
def curvature_flow(edge, spacing, steps):
    dose = a**2 / 2 / steps
    for _ in range(steps):
        slope = (np.roll(edge, -1, axis=-1) - edge) / spacing
        flux = np.arctan(slope)
        edge = edge + dose * (flux - np.roll(flux, 1, axis=-1)) / spacing
    return edge


flow_factors = []
for wavelength in wavelengths:
    wave = np.cos(2 * np.pi * np.arange(64) / 64)
    start = 1e-3 * wavelength * wave
    end = curvature_flow(start, wavelength / 64, 2000)
    factor = np.dot(end, wave) / np.dot(start, wave)
    flow_factors.append(factor)
    assert abs(factor / amplitude_factor(wavelength) - 1) < 5e-3
half_wavelength = np.pi * a * np.sqrt(2 / np.log(2))
half_root = brentq(lambda w: amplitude_factor(w) - 0.5, 10, 200)
assert abs(half_root / half_wavelength - 1) < 1e-9

# Total variance and smoothed autocorrelation against Fourier integrals
for u in [0.0, 5.0, 20.0, 60.0]:
    direct = quad(lambda q: spectrum(q) * np.exp(-(q * a)**2)
                  * np.cos(q * u) / np.pi, 0, 8 / a, limit=500)[0]
    assert abs(direct - R_smoothed(u)) < 1e-7 * sigma**2
    if u == 0.0:
        assert abs(direct - sigma_after**2) < 1e-7 * sigma**2

# Segment variances, and the bound on what smoothing can remove
for L in [5.0] + lengths:
    direct = quad(lambda u: 2 * (L - u) * sigma**2 * np.exp(-u / xi) / L**2,
                  0, L, limit=300)[0]
    assert abs(direct / V_before(L) - 1) < 1e-7
    assert abs(V_fourier(L, a) / V_after(L) - 1) < 1e-6
    loss = V_before(L) - V_after(L)
    assert 0 < loss < 2 * long_segment_loss(L)
for L in [100.0, 200.0, 400.0]:
    loss = V_before(L) - V_after(L)
    assert abs(loss / long_segment_loss(L) - 1) < 1e-3

# Simulated lines: edges made by a recursion and smoothed in real space
rng = np.random.default_rng(7)
n_lines, margin, n_segments = 2000, 50, 20
n_points = n_segments * int(L_main) + 2 * margin
rho = np.exp(-1 / xi)


def random_edges():
    noise = rng.standard_normal((n_lines, n_points)) * sigma
    noise[:, 1:] *= np.sqrt(1 - rho**2)
    return lfilter([1.0], [1.0, -rho], noise, axis=1)


def width_statistics(width):
    """Point-wise sd, sd of segment means, rms sd inside segments."""
    core = width[:, margin:-margin].reshape(-1, int(L_main))
    means = core.mean(axis=1)
    inside = np.sqrt(core.var(axis=1).mean())
    return np.array([np.sqrt(np.mean(core**2)),
                     np.sqrt(np.mean(means**2)), inside])


right_edge, left_edge = random_edges(), random_edges()
width_raw = right_edge - left_edge
width_smooth = (gaussian_filter1d(right_edge, a, axis=1, truncate=6)
                - gaussian_filter1d(left_edge, a, axis=1, truncate=6))
sim_before = width_statistics(width_raw)
sim_after = width_statistics(width_smooth)
V0, V1 = V_before(L_main), V_after(L_main)
inside_before = np.sqrt(sigma**2 - V0)
inside_after = np.sqrt(sigma_after**2 - V1)
theory_before = np.sqrt(2) * np.array([sigma, np.sqrt(V0), inside_before])
theory_after = np.sqrt(2) * np.array([sigma_after, np.sqrt(V1), inside_after])
# 40000 segments: sampling error of a standard deviation is below 0.5 percent
assert np.all(np.abs(sim_before / theory_before - 1) < 0.02)
assert np.all(np.abs(sim_after / theory_after - 1) < 0.02)
sim_ratio = sim_after / sim_before
assert np.all(np.abs(sim_ratio - theory_after / theory_before) < 0.006)

# Full nonlinear curvature flow on rough edges, against the linear filter
sample = right_edge[:200]
flowed = curvature_flow(sample, 1.0, 160)
filtered = gaussian_filter1d(sample, a, axis=1, truncate=6)
flow_ratio = width_statistics(flowed) / width_statistics(sample)
filter_ratio = width_statistics(filtered) / width_statistics(sample)
assert np.all(np.abs(flow_ratio - filter_ratio) < 0.01)

# Smoothing length that would cut the segment width as much as sigma was cut
a_needed = brentq(lambda s: np.sqrt(V_fourier(L_main, s) / V0) - sigma_ratio,
                  a, 200)
assert a_needed > a

print(f"rms edge roughness before: {sigma:.3f} nm")
print(f"correlation length: {xi:.1f} nm")
print(f"smoothing length a: {a:.1f} nm")
print(f"flow dose D*t = a^2/2: {a**2 / 2:.1f} nm^2")
print(f"half-amplitude wavelength: {half_wavelength:.1f} nm")
print("amplitude factor: formula, curvature flow (no unit)")
for wavelength, factor in zip(wavelengths, flow_factors):
    print(f"  wavelength {wavelength:.0f} nm: "
          f"{amplitude_factor(wavelength):.4f}, {factor:.4f}")
print(f"zero-frequency spectral density, unchanged: {spectrum(0):.1f} nm^3")
print(f"variance factor g: {g:.4f}")
print(f"rms edge roughness after: {sigma_after:.3f} nm")
print(f"edge roughness ratio after/before: {sigma_ratio:.4f}")
print(f"point-wise width sd before: {theory_before[0]:.3f} nm")
print(f"point-wise width sd after: {theory_after[0]:.3f} nm")
print("sd of segment-mean width: before, after, ratio")
for L in lengths:
    before, after = np.sqrt(2 * V_before(L)), np.sqrt(2 * V_after(L))
    print(f"  L {L:.0f} nm: {before:.4f} nm, {after:.4f} nm, "
          f"{after / before:.4f}")
print(f"V at L=100 nm before: {V0:.5f} nm^2")
print(f"V at L=100 nm after: {V1:.5f} nm^2")
print(f"loss of V at L=100 nm: {V0 - V1:.5f} nm^2")
print(f"long-segment formula A: {long_segment_loss(L_main):.5f} nm^2")
print(f"width sd at L=100 nm if all were removed equally: "
      f"{theory_before[1] * sigma_ratio:.4f} nm")
print(f"edge sd inside 100 nm window before: {inside_before:.3f} nm")
print(f"edge sd inside 100 nm window after: {inside_after:.3f} nm")
print(f"ratio inside window: {inside_after / inside_before:.4f}")
print("simulated ratios for width: point-wise, segment mean, inside")
print("  " + ", ".join(f"{r:.4f}" for r in sim_ratio))
print("one-edge ratios, nonlinear flow: point-wise, segment mean, inside")
print("  " + ", ".join(f"{r:.4f}" for r in flow_ratio))
print("one-edge ratios, linear filter on the same edges")
print("  " + ", ".join(f"{r:.4f}" for r in filter_ratio))
print("edge roughness ratio for other correlation lengths, same a")
for other_xi in [5.0, 20.0, 40.0]:
    print(f"  xi {other_xi:.0f} nm: {np.sqrt(erfcx(a / other_xi)):.4f}")
print(f"a needed for equal cut of width sd at L=100 nm: {a_needed:.1f} nm")
print("success")
```

Printed output:

```
rms edge roughness before: 1.500 nm
correlation length: 10.0 nm
smoothing length a: 8.0 nm
flow dose D*t = a^2/2: 32.0 nm^2
half-amplitude wavelength: 42.7 nm
amplitude factor: formula, curvature flow (no unit)
  wavelength 20 nm: 0.0425, 0.0425
  wavelength 40 nm: 0.4540, 0.4543
  wavelength 100 nm: 0.8813, 0.8814
  wavelength 200 nm: 0.9689, 0.9689
  wavelength 400 nm: 0.9921, 0.9921
zero-frequency spectral density, unchanged: 45.0 nm^3
variance factor g: 0.4891
rms edge roughness after: 1.049 nm
edge roughness ratio after/before: 0.6994
point-wise width sd before: 2.121 nm
point-wise width sd after: 1.484 nm
sd of segment-mean width: before, after, ratio
  L 20 nm: 1.5983 nm, 1.3901 nm, 0.8697
  L 50 nm: 1.2010 nm, 1.1417 nm, 0.9506
  L 100 nm: 0.9000 nm, 0.8802 nm, 0.9780
  L 200 nm: 0.6538 nm, 0.6471 nm, 0.9896
  L 400 nm: 0.4684 nm, 0.4660 nm, 0.9950
V at L=100 nm before: 0.40500 nm^2
V at L=100 nm after: 0.38737 nm^2
loss of V at L=100 nm: 0.01763 nm^2
long-segment formula A: 0.01763 nm^2
width sd at L=100 nm if all were removed equally: 0.6294 nm
edge sd inside 100 nm window before: 1.358 nm
edge sd inside 100 nm window after: 0.844 nm
ratio inside window: 0.6217
simulated ratios for width: point-wise, segment mean, inside
  0.7009, 0.9778, 0.6229
one-edge ratios, nonlinear flow: point-wise, segment mean, inside
  0.7037, 0.9788, 0.6266
one-edge ratios, linear filter on the same edges
  0.7020, 0.9785, 0.6245
edge roughness ratio for other correlation lengths, same a
  xi 5 nm: 0.5531
  xi 20 nm: 0.8190
  xi 40 nm: 0.8995
a needed for equal cut of width sd at L=100 nm: 56.1 nm
success
```
